\section*{CIPSI: Epstein–Nesbet selection and convergence for water}

\section{Why select determinants}

In a water molecule near its equilibrium geometry the electrons avoid one another more than a single Slater determinant allows, but that determinant still dominates the wavefunction. With the oxygen 1s orbital frozen and a 6-31G basis, eight electrons occupy twelve orbitals. There are $\binom{12}{4}^2=245\,025$ determinants with four electrons of each spin, and the Hartree--Fock determinant alone carries a weight of 0.955 in the full configuration interaction (FCI) ground state. The remaining weight is spread very unevenly over a long list: about 180 determinants hold 90\% of it and about 1150 hold 99\%. These figures belong to this small basis: at the frozen-core CISD level the Hartree--Fock weight falls from 0.961 in 6-31G to 0.951 in cc-pVDZ and 0.945 in cc-pVTZ, while the correlation energy grows from $-129$ to $-257$ mEh. Which entries should be treated variationally, and what should be done about the rest?

CIPSI, configuration interaction using a perturbative selection made iteratively, answers both questions with one quantity. The second-order energy contribution of each omitted determinant ranks it for inclusion, and the sum of these contributions estimates the energy still missing.

\section{The second-order energy}

Fix a set of real orthonormal orbitals. Let $P$ be the set of $N$ selected determinants and $Q$ the remaining determinants of the FCI space; the same letters denote the projectors. Diagonalising $PHP$ gives the normalised ground state
\begin{equation}
|\Psi\rangle=\sum_{I\in P}c_I|I\rangle,\qquad PHP|\Psi\rangle=E_{\rm var}|\Psi\rangle .
\end{equation}
Assume that $E_{\rm var}$ is nondegenerate in $P$ and that $H_{\alpha\alpha}>E_{\rm var}$ for every $\alpha\in Q$. The Epstein--Nesbet partition is
\begin{equation}
H_0=PHP+\sum_{\alpha\in Q}|\alpha\rangle H_{\alpha\alpha}\langle\alpha|,\qquad V=H-H_0 .
\label{eq:h0}
\end{equation}
Under these assumptions $\Psi$ is the nondegenerate ground state of $H_0$. The perturbation $V$ contains the coupling between $P$ and $Q$ and the off-diagonal elements within $Q$; in particular $PVP=0$.

Let $H(\lambda)=H_0+\lambda V$, and expand its ground state as $\Psi+\lambda\Psi_1+\dots$ with $\langle\Psi|\Psi_1\rangle=0$. The first-order energy is $E_1=\langle\Psi|V|\Psi\rangle=0$, because $PVP=0$. The terms linear in $\lambda$ in the eigenvalue equation are then
\begin{equation}
(H_0-E_{\rm var})|\Psi_1\rangle=-V|\Psi\rangle .
\label{eq:first}
\end{equation}
Projected on $P$, the right side vanishes. The $P$ part of $\Psi_1$ must therefore be proportional to $\Psi$, and the normalisation condition makes it zero. Projected on $\alpha\in Q$, where $H_0$ is diagonal and $\langle\alpha|V|\Psi\rangle=\langle\alpha|H|\Psi\rangle$, the equation gives
\begin{equation}
d_\alpha\equiv\langle\alpha|\Psi_1\rangle=\frac{\sigma_\alpha}{E_{\rm var}-H_{\alpha\alpha}},\qquad
\sigma_\alpha=\sum_{I\in P}H_{\alpha I}c_I .
\end{equation}
The terms in $\lambda^2$, projected on $\Psi$, give $E_2=\langle\Psi|V|\Psi_1\rangle=\sum_\alpha\sigma_\alpha d_\alpha$, so that
\begin{equation}
E_2=\sum_{\alpha\in Q}e_\alpha,\qquad
e_\alpha=\frac{\sigma_\alpha^2}{E_{\rm var}-H_{\alpha\alpha}}\le0 .
\label{eq:e2}
\end{equation}
The sum in $\sigma_\alpha$ is formed before squaring. Several selected determinants can reach the same $\alpha$, and the cross terms in the square describe their constructive or destructive interference.

\subsection{What the correction leaves out}

Write the FCI eigenvalue equation in blocks. Its $Q$ rows read $H_{QP}\mathbf c_P+H_{QQ}\mathbf c_Q=E\mathbf c_Q$. If $E-H_{QQ}$ is invertible, they give $\mathbf c_Q=(E-H_{QQ})^{-1}H_{QP}\mathbf c_P$. Substitution into the $P$ rows yields
\begin{equation}
\left[H_{PP}+H_{PQ}(E-H_{QQ})^{-1}H_{QP}\right]\mathbf c_P=E\mathbf c_P .
\label{eq:partition}
\end{equation}
Equation~(\ref{eq:e2}) follows from the second term in the bracket after three replacements: $E$ becomes $E_{\rm var}$, $H_{QQ}$ becomes its diagonal, and the expectation value is taken with the unrelaxed coefficients of $\Psi$. The correction thus neglects the shift of the energy in the denominators, the coupling among external determinants, and the response of $\Psi$ to them.

These errors can compensate. All-electron water in STO-3G has 441 determinants, few enough for dense diagonalisation. With 16 of them in $P$, the true defect $E_{\rm FCI}-E_{\rm var}$ is $-3.824$ mEh and $E_2=-3.821$ mEh. Keeping all of $H_{QQ}$ in the resolvent, but still using $E_{\rm var}$ and $\Psi$, gives $-3.785$ mEh. The more complete resolvent is farther from the true value here: the diagonal approximation lowers the estimate by 0.036 mEh, which nearly replaces the net 0.039 mEh left by the other two approximations. These act in opposite directions: using $E_{\rm var}$ in place of $E$ lowers the estimate by 0.008 mEh, while freezing $\Psi$ misses 0.047 mEh.

\section{What one contribution measures}

Consider the two states $\Psi$ and $\alpha$, with coupling $h=\sigma_\alpha$ and gap $\Delta=H_{\alpha\alpha}-E_{\rm var}>0$. Measured from $E_{\rm var}$, the eigenvalues $x$ satisfy
\begin{equation}
x(x-\Delta)-h^2=0 .
\end{equation}
The lower root is $x=[\Delta-\sqrt{\Delta^2+4h^2}]/2$. The energy lowering $L_2=-x$ is therefore
\begin{equation}
L_2=\frac{\sqrt{\Delta^2+4h^2}-\Delta}{2}
=\frac{2h^2}{\sqrt{\Delta^2+4h^2}+\Delta}
\le\frac{h^2}{\Delta}=|e_\alpha| .
\label{eq:two}
\end{equation}
The second form comes from multiplying numerator and denominator by $\sqrt{\Delta^2+4h^2}+\Delta$. The inequality holds because the square root is at least $\Delta$. For $|h|\ll\Delta$ the two measures agree; as $\Delta\to0$ at fixed $h$, $L_2$ tends to $|h|$ while $|e_\alpha|$ diverges.

Diagonalising in the whole space $P+\alpha$ lowers the energy by at least $L_2$, since that space contains both states. It may lower it by more than $|e_\alpha|$, because the coefficients in $P$ can relax. In the STO-3G test, the ratio of the actual lowering to $|e_\alpha|$ runs from 1.00 to 1.04 for contributions above 0.01 mEh in magnitude. There $|e_\alpha|$ is a good ranking measure, although it is not an upper bound on the gain.

\section{Matrix elements}

The Hamiltonian, apart from a constant, is
\begin{equation}
H=\sum_{pq,\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}
+\frac12\sum_{pqrs,\sigma\tau}(pq|rs)\,
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.
\end{equation}
Here $\sigma,\tau$ label spin, and $(pq|rs)$ is the Coulomb integral with $p,q$ on the first electron. With a frozen core, $h$ includes the core's mean field. The constant contains the nuclear repulsion and core energy and cancels in the denominators of Eq.~(\ref{eq:e2}).

Since $H$ moves at most two electrons, only single and double excitations of members of $P$ can have nonzero $\sigma_\alpha$. Let $s=\pm1$ be the fermion sign of the excitation.

For an opposite-spin double $i\to a$, $j\to b$, two equal terms of the double sum contribute, related by exchanging the electron labels. They cancel the factor $1/2$:
\begin{equation}
H_{\alpha I}=s\,(ai|bj).
\end{equation}
For a same-spin double, pairing $a$ with $j$ and $b$ with $i$ is also possible. It exchanges two annihilators and so has the opposite sign:
\begin{equation}
H_{\alpha I}=s\left[(ai|bj)-(aj|bi)\right].
\end{equation}
For a single $q\to p$ of spin $\sigma$, the second electron is a spectator $k$. The same counting gives a Coulomb term for either spin and an exchange term for equal spin:
\begin{equation}
H_{\alpha I}=s\Big[h_{pq}+\sum_{k\in\sigma}\{(pq|kk)-(pk|kq)\}
+\sum_{k\in\bar\sigma}(pq|kk)\Big].
\end{equation}
The sums run over the orbitals occupied in $I$, and $\bar\sigma$ is the other spin. The term $k=q$ of the first sum is zero, so it need not be excluded. On the diagonal both electrons are spectators. Equal-spin pairs keep the factor $1/2$ when both orbital indices run freely, whereas opposite-spin pairs lose it:
\begin{equation}
\begin{split}
H_{II}={}&\sum_\sigma\sum_{p\in\sigma}h_{pp}
+\frac12\sum_\sigma\sum_{p,q\in\sigma}\{(pp|qq)-(pq|qp)\}\\
&+\sum_{p\in\uparrow}\sum_{q\in\downarrow}(pp|qq).
\end{split}
\end{equation}

Store each determinant as an up-spin and a down-spin bit string. The sign of $a_p^\dagger a_q$ is $(-1)^m$, where $m$ counts the occupied orbitals strictly between $p$ and $q$ in the string. For a same-spin double, apply $j\to b$ first and then $i\to a$, and multiply the signs. The second sign is counted in the string left by the first hop. The product is the sign $s$ because $a_a^\dagger a_i a_b^\dagger a_j=a_a^\dagger a_b^\dagger a_j a_i$ for $i\ne b$. The two hops involve four distinct orbitals and commute, so the reverse order gives the same sign; what must be kept is the pairing $i\to a$, $j\to b$ that makes $(ai|bj)$ the direct integral. Excitations in different spin strings give no additional sign, since each consists of an even number of fermion operators.

\section{Algorithm}

\begin{verbatim}
P = {Hartree-Fock determinant}
generate the column H[:,I] for I in P
repeat:
    diagonalise H within P  ->  E_var, c
    sigma[a] = sum over I in P of H[a,I]*c[I]
    for each a outside P with sigma[a] != 0:
        gap = H[a,a] - E_var;  require gap > 0
        e[a] = -sigma[a]^2 / gap
    E2 = sum of e[a];  record N, E_var, E2
    stop if |E2| or N meets its limit
    A = determinants with the largest |e[a]|
    add to A the spin-flipped partners
    generate columns for A;  P = P + A
\end{verbatim}

In the example, $A$ is chosen so that $N$ roughly doubles. Each recorded $E_2$ belongs to the $P$ that was just diagonalised, before $A$ is added. Combining the new $E_{\rm var}$ with the old $E_2$ would count the selected contributions twice.

Successive sets are nested. The old ground state remains an admissible trial vector in the new space, so $E_{\rm var}$ cannot rise, and by the variational principle it cannot fall below $E_{\rm FCI}$. Neither property carries over to $E_{\rm var}+E_2$. When $Q$ is empty, $E_2=0$ and both energies equal FCI.

\subsection{Cost}

For $n_o$ occupied and $n_v$ empty orbitals per spin, a column has
\begin{equation}
K=1+2n_on_v+2\binom{n_o}{2}\binom{n_v}{2}+(n_on_v)^2
\end{equation}
entries. Here $n_o=4$ and $n_v=8$, so $K=1+64+336+1024=1425$. Each column is generated once. Storing all of them takes $NK$ values and addresses, about 12 million of each at $N=8192$. Accumulating $\sigma$ costs of order $NK$ operations per cycle, and one multiplication by $H_{PP}$ costs no more than that.

The numerical check accumulates $\sigma$ in an array as long as the FCI vector. That is convenient for a check but defeats the purpose in a large space. There the addresses should be sorted or hashed, and contributions to the same $\alpha$ merged before squaring. If memory is short, the external space can be processed in disjoint batches, provided that every parent of a given $\alpha$ is included in its batch.

\section{Water in numbers}

The geometry has O--H distances of 0.96~\AA{} and an angle of $104.5^\circ$. Spatial symmetry reduces the 245\,025 determinants to 61\,441 that can mix with the Hartree--Fock determinant. The Hartree--Fock energy is $-75.98394$ Eh and the FCI energy $-76.12014$ Eh. FCI is the reference within this basis and frozen-core space; it omits core correlation, basis incompleteness, relativity and nuclear motion.

The first determinant selected moves both electrons of active orbital 4 into active orbital 8. Its coupling is 0.159032 Eh and its gap 2.396337 Eh, so
\begin{equation}
e_\alpha=-\frac{(0.159032)^2}{2.396337}\ {\rm Eh}=-10.554\ {\rm mEh}.
\end{equation}
Equation~(\ref{eq:two}) gives $L_2=(2.417353-2.396337)/2$ Eh $=10.508$ mEh. With one determinant in $P$ there are no coefficient ratios to relax, so this must be the full gain. The variational energies agree: $-75.98394$ Eh falls to $-75.99445$ Eh.

In the table, $\delta_{\rm var}=E_{\rm var}-E_{\rm FCI}$ and $\delta_{\rm PT}=E_{\rm var}+E_2-E_{\rm FCI}$, all in mEh. The small digits compare energies within one model and do not express accuracy for the real molecule.

\begin{center}
\begin{tabular}{rrrr}
$N$ & $E_2$ & $\delta_{\rm var}$ & $\delta_{\rm PT}$\\ \hline
1 & $-170.1465$ & 136.1999 & $-33.9466$\\
9 & $-117.2015$ & 102.7458 & $-14.4557$\\
32 & $-70.2588$ & 68.4060 & $-1.8528$\\
64 & $-44.8276$ & 45.3706 & 0.5430\\
128 & $-21.2125$ & 22.4217 & 1.2092\\
257 & $-9.0612$ & 8.7627 & $-0.2986$\\
512 & $-4.8337$ & 4.6754 & $-0.1583$\\
1024 & $-2.6434$ & 2.6479 & 0.0045\\
2048 & $-1.1903$ & 1.2200 & 0.0298\\
4096 & $-0.4427$ & 0.4598 & 0.0172\\
8192 & $-0.1156$ & 0.1188 & 0.0031
\end{tabular}
\end{center}

The variational error falls at every step. The corrected energy starts 34 mEh below FCI, and its error $\delta_{\rm PT}$ then changes sign three times. At $N=257$ the correction reduces the error from 8.8 to 0.3 mEh in magnitude. The value at $N=1024$ is closer to FCI than the next two, so a small error at one size does not establish convergence. A safer sign is that $|E_2|$ is itself small and that the corrected energy is steady over several sizes.

At $N=8192$, $P$ holds 13\% of the symmetry-allowed space. The remaining errors are 0.31 kJ/mol for $E_{\rm var}$ and 0.008 kJ/mol for $E_{\rm var}+E_2$, relative to FCI. The rate of convergence in so small a space should not be taken as a scaling law for larger molecules.

Two other selections show what the ranking contributes. The Hartree--Fock determinant with all its symmetry-allowed singles and doubles, 409 determinants in total, gives the CISD energy with an error of 6.8 mEh. CIPSI has errors of 8.8 mEh at 257 determinants and 4.7 mEh at 512, so the crossing lies between these sizes. Choosing the 1024 allowed determinants of lowest $H_{\alpha\alpha}$ leaves an error of 21.3 mEh, against 2.6 mEh for CIPSI at the same size. A low diagonal energy is of little use without coupling to $\Psi$.

\section{Extrapolation}

The ratio $(E_{\rm FCI}-E_{\rm var})/E_2$ lies between 1.00 and 1.04 for the last four sizes. If it were constant, $E_{\rm var}$ would be linear in $E_2$ and would reach $E_{\rm FCI}$ at $E_2=0$. This motivates the fit
\begin{equation}
E_{\rm var}\simeq E_{\rm ext}+bE_2 .
\end{equation}
The last four points give $b=-0.999$ and an $E_{\rm ext}$ 0.015 mEh above FCI. That improves on the final $E_{\rm var}$, but it is less accurate than the final $E_{\rm var}+E_2$. The intercept depends on the window: relative to FCI it is $-0.002$, $0.003$, $0.015$ and $0.043$ mEh for the last two, three, four and five points, so the spread between windows should be reported with it. The linear law is empirical, and its intercept is not a bound.

\section{Stability and failure modes}

\textbf{Small gaps.} When $\Delta$ is not large compared with $|\sigma_\alpha|$, Eq.~(\ref{eq:two}) shows that $|e_\alpha|$ exaggerates the two-state lowering. Such a determinant belongs in $P$. If $H_{\alpha\alpha}\le E_{\rm var}$, the assumptions behind Eq.~(\ref{eq:e2}) have failed; add the determinant and diagonalise again before using $E_2$.

\textbf{Near-degenerate roots.} If two eigenvalues of $PHP$ nearly coincide, a small change in $P$ can exchange or mix their eigenvectors. Selection based on one root then favours that root. Follow the states together and select for all of them.

\textbf{Spin.} Adding spin-flipped partners preserves flip symmetry but does not ensure a pure singlet. Four singly occupied orbitals with two electrons of each spin have six spin arrangements, or three flipped pairs. A single pair spans two combinations. The one with the opposite flip symmetry to a singlet is a pure triplet. The one with the flip symmetry of a singlet still mixes singlet and quintet: the $M_S=0$ quintet spin function is the equal sum of all six arrangements, so its overlap with this combination is $2/\sqrt{12}$, a quintet weight of $1/3$ and a singlet weight of $2/3$. In the example $\langle S^2\rangle$ is $1.5\times10^{-2}\,\hbar^2$ at $N=64$ and $2.6\times10^{-5}\,\hbar^2$ at $N=8192$. Selecting all spin arrangements of a chosen spatial occupation removes this cause of contamination.

\textbf{Orbital dependence.} Equation~(\ref{eq:h0}) keeps the diagonal of $H_{QQ}$ in a particular determinant basis. Rotating the empty orbitals leaves a one-determinant $P$ unchanged but alters that diagonal, and so can alter $E_2$. Keep the orbitals fixed throughout a convergence series.

\textbf{Implementation errors.} A wrong fermion sign can leave $H$ symmetric and the energies plausible. The numerical check therefore compares the generated columns with an independent FCI contraction, and $E_2$ with the second-order coefficient obtained by diagonalising $H(\lambda)$.

\section*{Calculated quantities}
\begin{verbatim}
O-H distance 0.96 angstrom; H-O-H angle 104.5 degrees
Small test: all-electron water, STO-3G
  determinants in full space 441; in P 16
  E_var -75.00933073 Eh; FCI -75.01315470 Eh
  E2 from formula -3.821188 mEh
  E2 from E(lambda) -3.821188 mEh
  true FCI - E_var -3.823972 mEh
  second order with full QHQ -3.784868 mEh
  one-determinant lowering/|e|: 1.0000 to 1.0363 (|e| > 0.01 mEh)
  first choice lowering/best lowering 1.0000
Main example: frozen-core water, 6-31G
  active electrons 8; orbitals 12; frozen 1
  strings per spin 495; all determinants 245025
  symmetry-allowed determinants 61441
  connections per determinant, itself included 1425
  largest H-vector discrepancy 1.4e-14 Eh
  RHF -75.98394030 Eh; FCI -76.12014020 Eh
  FCI weight of RHF determinant 0.95491
  first selected alpha active orbitals [1, 2, 3, 8]
  first selected beta active orbitals [1, 2, 3, 8]
  its coupling 0.159032 Eh; gap 2.396337 Eh
  its second-order term -10.55416 mEh
Errors are relative to FCI; ratio = (FCI - E_var)/E2
   N    E_var/Eh     E2/mEh  err_var/mEh err_PT2/mEh ratio  external
    1  -75.9839403  -170.1465   136.1999   -33.9466   0.8005      396
    2  -75.9944484  -152.2083   125.6918   -26.5164   0.8258      704
    4  -76.0024280  -140.0442   117.7122   -22.3320   0.8405     1349
    9  -76.0173944  -117.2015   102.7458   -14.4557   0.8767     2696
   16  -76.0321341   -95.5808    88.0061    -7.5747   0.9208     3876
   32  -76.0517342   -70.2588    68.4060    -1.8528   0.9736     5895
   64  -76.0747696   -44.8276    45.3706     0.5430   1.0121     8477
  128  -76.0977185   -21.2125    22.4217     1.2092   1.0570    10979
  257  -76.1113775    -9.0612     8.7627    -0.2986   0.9671    13894
  512  -76.1154648    -4.8337     4.6754    -0.1583   0.9673    23893
 1024  -76.1174923    -2.6434     2.6479     0.0045   1.0017    33695
 2048  -76.1189202    -1.1903     1.2200     0.0298   1.0250    40378
 4096  -76.1196804    -0.4427     0.4598     0.0172   1.0388    47081
 8192  -76.1200214    -0.1156     0.1188     0.0031   1.0272    49023
CISD: 409 determinants, -76.1133563 Eh, error 6.7839 mEh
First tabulated CIPSI size below CISD: 512
Lowest-diagonal selection: N 1024, -76.0988312 Eh, error 21.3091 mEh
<S^2>, N 64: 1.512e-02 (hbar^2)
<S^2>, N 8192: 2.633e-05 (hbar^2)
Fit to last 4 points: slope -0.99876; intercept -76.1201252 Eh
Extrapolation error 0.0150 mEh
Final E_var error 0.3119 kJ/mol
Final E_var+E2 error 0.0083 kJ/mol
\end{verbatim}
